# Exchange-energy lower bound for topologically charged magnetic textures in two dimensions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a round texture to the general bound

### The result and its conventions

Let $\mathbf m(x,y)$ be a smooth field of unit vectors, the direction of the magnetization in a film of thickness $t$. The field does not vary through the thickness. If its exchange energy is $E_{\rm ex}$, then

$$
\frac{E_{\rm ex}}{t} = A \int |\nabla \mathbf m|^2 \, d^2r \;\ge\; 8\pi A \, |Q| .
\tag{1}
$$

Here $A$ is the exchange stiffness, an energy per length, and

$$
|\nabla \mathbf m|^2 = |\partial_x \mathbf m|^2 + |\partial_y \mathbf m|^2 ,
$$

$$
Q = \int q \, d^2r , \qquad
q = \frac{1}{4\pi}\, \mathbf m \cdot ( \partial_x \mathbf m \times \partial_y \mathbf m ) .
\tag{2}
$$

The number $Q$ is the topological charge. The factor 8 belongs to the energy density $A|\nabla \mathbf m|^2$. If the density is written as $(A/2)|\nabla \mathbf m|^2$, every energy below is halved and the constant becomes $4\pi A$.

The bound concerns exchange alone. Anisotropy, chiral coupling and magnetostatic energy are absent from it, and the total energy of a texture can be lower than $8\pi A t |Q|$. The derivation also treats the film as a continuum. Both restrictions are given a size in the second half.

### The simple case: a round texture

Use polar coordinates $(r,\varphi)$ in the plane, and let the magnetization point radially outward wherever it has an in-plane part:

$$
\mathbf m = ( \sin\theta \cos\varphi , \; \sin\theta \sin\varphi , \; \cos\theta ) , \qquad \theta = \theta(r) .
$$

Two unit vectors perpendicular to $\mathbf m$ are

$$
\mathbf e_\theta = ( \cos\theta\cos\varphi , \cos\theta\sin\varphi , -\sin\theta ) , \qquad
\mathbf e_\varphi = ( -\sin\varphi , \cos\varphi , 0 ) ,
$$

and they obey $\mathbf e_\theta \times \mathbf e_\varphi = \mathbf m$. Differentiation gives

$$
\partial_r \mathbf m = \theta' \, \mathbf e_\theta , \qquad
\frac{1}{r} \partial_\varphi \mathbf m = \frac{\sin\theta}{r} \, \mathbf e_\varphi .
$$

The radial and azimuthal directions form a right-handed orthogonal pair, just as $x$ and $y$ do. Turning the axes from one pair to the other changes neither the sum of squared derivatives nor the triple product. Therefore

$$
|\nabla \mathbf m|^2 = \theta'^2 + \frac{\sin^2\theta}{r^2} , \qquad
4\pi q = \theta' \, \frac{\sin\theta}{r} .
\tag{3}
$$

The charge follows by integrating over the plane:

$$
Q = \frac{1}{4\pi} \int_0^\infty \theta' \frac{\sin\theta}{r} \, 2\pi r \, dr
= \frac12 \left[ \cos\theta(0) - \cos\theta(\infty) \right] .
\tag{4}
$$

A core pointing up in a surrounding that points down has $Q = \frac12 (1+1) = +1$. A core pointing down in an upward surrounding has $Q=-1$. The details of the profile between centre and infinity have dropped out.

The energy density is a sum of two squares, and the charge density is the product of the same two quantities. This suggests completing a square. For $s=+1$ or $s=-1$,

$$
\theta'^2 + \frac{\sin^2\theta}{r^2}
= \left( \theta' - s\,\frac{\sin\theta}{r} \right)^2 + 2 s \, \theta' \frac{\sin\theta}{r} .
$$

By (3) the last term is $8\pi s q$. Integration over the plane gives

$$
\frac{E_{\rm ex}}{A t} = 8\pi s Q + 2\pi \int_0^\infty
\left( \theta' - s\,\frac{\sin\theta}{r} \right)^2 r \, dr .
\tag{5}
$$

Both choices of $s$ are correct identities. With $s$ equal to the sign of $Q$, the first term is $8\pi|Q|$ and the second cannot be negative. This is the bound for a round texture.

### When the round bound is reached

Equality requires the squared bracket to vanish at every $r$. For $Q=+1$ this means $\theta' = \sin\theta / r$. Separating the variables,

$$
\frac{d\theta}{\sin\theta} = \frac{dr}{r}
\quad\Longrightarrow\quad
\ln \tan\frac{\theta}{2} = \ln r - \ln R
\quad\Longrightarrow\quad
\tan\frac{\theta}{2} = \frac{r}{R} ,
\tag{6}
$$

where $R$ is a constant of integration. It is the radius at which the magnetization lies in the plane, since $\theta=\pi/2$ there. The energy can be computed directly as a check. Equation (6) gives

$$
\sin\theta = \frac{2 r R}{R^2+r^2} , \qquad
\theta' = \frac{2R}{R^2+r^2} , \qquad
|\nabla\mathbf m|^2 = \frac{8R^2}{(R^2+r^2)^2} .
\tag{7}
$$

Within a disc of radius $r_0$, the substitution $v=r^2$ turns the integral into an elementary one:

$$
\int_0^{r_0} \frac{8R^2}{(R^2+r^2)^2} \, 2\pi r\,dr
= 8\pi R^2 \left[ \frac{1}{R^2} - \frac{1}{R^2+r_0^2} \right]
= 8\pi \, \frac{r_0^2}{R^2+r_0^2} .
\tag{8}
$$

As $r_0\to\infty$ this becomes $8\pi$, as required. The limit does not contain $R$: a small texture has steep gradients on a small area, a large one has gentle gradients on a large area, and the two effects compensate.

The disc $r<R$ is also instructive. Equation (8) gives $4\pi$ for it. The charge inside is $\frac12[\cos 0 - \cos(\pi/2)] = \frac12$, so the bound $8\pi|Q|$ is again $4\pi$. Numerical integration over this disc gives $Q=0.5000$ and $E_{\rm ex}/(At)=12.5664$. The inequality therefore does not rely on $Q$ being an integer.

### Removing the symmetry

For a general texture there is no profile $\theta(r)$. The squared bracket must be replaced by an expression in $\mathbf m$ itself. In the round case the bracket compares the change of $\mathbf m$ along one direction with its change along the perpendicular direction, after a quarter turn about $\mathbf m$. The quarter turn is performed by the cross product with $\mathbf m$. This suggests the vector

$$
\mathbf D_s = \partial_x \mathbf m + s\, \mathbf m \times \partial_y \mathbf m , \qquad s=\pm1 .
\tag{9}
$$

Its square has three terms:

$$
|\mathbf D_s|^2 = |\partial_x\mathbf m|^2 + |\mathbf m\times\partial_y\mathbf m|^2
+ 2s\, \partial_x\mathbf m\cdot(\mathbf m\times\partial_y\mathbf m) .
\tag{10}
$$

For the second term, differentiate $\mathbf m\cdot\mathbf m=1$ with respect to $y$. The result is $\mathbf m\cdot\partial_y\mathbf m=0$. Then

$$
|\mathbf m\times\partial_y\mathbf m|^2
= |\mathbf m|^2 |\partial_y\mathbf m|^2 - (\mathbf m\cdot\partial_y\mathbf m)^2
= |\partial_y\mathbf m|^2 .
$$

For the third term, a triple product keeps its value under a cyclic exchange of its vectors and changes sign when two factors of the cross product are interchanged:

$$
\partial_x\mathbf m\cdot(\mathbf m\times\partial_y\mathbf m)
= \mathbf m\cdot(\partial_y\mathbf m\times\partial_x\mathbf m)
= -\,\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)
= -4\pi q .
$$

Insertion into (10) gives an identity that holds at each point:

$$
|\mathbf D_s|^2 = |\nabla\mathbf m|^2 - 8\pi s\, q .
\tag{11}
$$

Integrating and multiplying by $A$,

$$
\frac{E_{\rm ex}}{t} = 8\pi A\, s\,Q + A\int |\mathbf D_s|^2\,d^2r .
\tag{12}
$$

Choose $s=\operatorname{sign}Q$. The first term becomes $8\pi A|Q|$, the second is non-negative, and (1) is proved. If $Q=0$, either sign gives the trivial statement that the exchange energy is not negative.

No boundary term was discarded in this argument, because no integration by parts was made. It holds on the whole plane, on a disc, or on a film of any outline, with $Q$ understood as the integral of $q$ over the same region. The requirement is that the derivatives exist and the integrals converge.

The round case must come back from (11). In the polar directions,

$$
\partial_r\mathbf m + s\,\mathbf m\times\frac1r\partial_\varphi\mathbf m
= \theta'\mathbf e_\theta + s\,\frac{\sin\theta}{r}\,\mathbf m\times\mathbf e_\varphi
= \left(\theta' - s\,\frac{\sin\theta}{r}\right)\mathbf e_\theta ,
$$

because $\mathbf m\times\mathbf e_\varphi=-\mathbf e_\theta$. Its square is the integrand of (5), with the same sign.

### Two limits in which the bound says little

Suppose that $\mathbf m$ depends on $x$ alone, as in a straight domain wall or a spiral. Then $\partial_y\mathbf m=0$ and $q=0$. The exchange energy is positive, while the bound is zero. The bound measures the cost of covering area on the sphere of directions, and such a texture traces a line there.

Next suppose that $\mathbf m$ deviates weakly from the $z$ direction, with small components $m_x$ and $m_y$ that vanish at infinity. To second order in them,

$$
4\pi q \simeq \partial_x m_x\,\partial_y m_y - \partial_y m_x\,\partial_x m_y
= \partial_x(m_x\,\partial_y m_y) - \partial_y(m_x\,\partial_x m_y) .
$$

The mixed second derivatives cancel in the last form. It is a sum of total derivatives, so its integral vanishes when the deviation dies out fast enough at the edge. Ripples of this kind cost exchange energy but carry no net charge at this order.

### A stronger local form

Equation (11) holds point by point, so the sign $s$ may be chosen separately at each point. Taking $s=\operatorname{sign}q$ gives $|\nabla\mathbf m|^2\ge 8\pi|q|$, and therefore

$$
\frac{E_{\rm ex}}{t} \ge 8\pi A\int|q|\,d^2r \ge 8\pi A\,|Q| .
\tag{13}
$$

The second inequality is the statement that contributions of opposite sign can cancel in $Q$ but not in the integral of $|q|$. A texture with a positive region and a negative region may have $Q=0$, and it still pays for both regions.

The local form also covers a stiffness that varies in the plane. If $A(x,y)\ge A_{\min}>0$, then the energy per thickness is at least $8\pi A_{\min}|Q|$. If $\mathbf m$ varies through the thickness, the extra density $A|\partial_z\mathbf m|^2$ is non-negative. When each layer has the same charge $Q$, integrating (1) over the layers again gives at least $8\pi A t|Q|$.

### Why the charge is an integer in a uniform surrounding

Now let the texture fill the plane, have finite exchange energy, and approach one constant direction $\mathbf m_\infty$ at infinity. Then $Q$ is an integer. The proof uses spherical angles $\Theta$ and $\Phi$ of $\mathbf m$ about an axis that is still to be chosen. The calculation that led to (3), with both angles depending on $x$ and $y$, gives

$$
4\pi q = \sin\Theta\,(\partial_x\Theta\,\partial_y\Phi-\partial_y\Theta\,\partial_x\Phi)
= \partial_x[(1-\cos\Theta)\partial_y\Phi]-\partial_y[(1-\cos\Theta)\partial_x\Phi] .
\tag{14}
$$

The right side is a curl, so Stokes' theorem turns its integral into line integrals of $(1-\cos\Theta)\,d\Phi$. This expression is well behaved except at $\Theta=\pi$. Indeed $\sin\Theta\,|d\Phi|\le|d\mathbf m|$, which gives

$$
|(1-\cos\Theta)\,d\Phi| \le \frac{1-\cos\Theta}{\sin\Theta}\,|d\mathbf m|
= \tan\frac{\Theta}{2}\,|d\mathbf m| .
$$

Choose a direction $\mathbf n\ne\mathbf m_\infty$ such that $q\ne0$ at every point where $\mathbf m=\mathbf n$. Sard's theorem ensures that almost every direction qualifies. Put the axis so that $\mathbf n$ lies at $\Theta=\pi$. The points with $\mathbf m=\mathbf n$, called preimages of $\mathbf n$, are isolated because $\mathbf m$ is locally invertible where $q\ne0$. They are finite in number because $\mathbf m$ is close to $\mathbf m_\infty$ outside a large disc.

The outer circle contributes nothing in the limit. The azimuthal part of the energy is proportional to

$$
\int\frac{dr}{r}\oint|\partial_\varphi\mathbf m|^2\,d\varphi .
$$

If this is finite, there are arbitrarily large radii at which the inner integral is as small as desired. By the Cauchy–Schwarz inequality, the loop traced by $\mathbf m$ on such circles has a length that tends to zero. The line integral then vanishes too, since $\tan(\Theta/2)$ stays finite near $\mathbf m_\infty$.

There remain small circles round the preimages. They are inner boundaries and enter with a minus sign. On them $1-\cos\Theta\to2$, and $\Phi$ changes by $\Delta\Phi_j=\pm2\pi$ in one counterclockwise turn. Hence

$$
4\pi Q=-\sum_j 2\,\Delta\Phi_j .
$$

For $q>0$ the map preserves the sense of rotation as seen from outside the sphere. At $\Theta=\pi$ an increasing $\Phi$ runs clockwise in that view, so $\Delta\Phi_j=-2\pi$. For $q<0$ it is $+2\pi$. The result is

$$
Q=\sum_{\text{preimages of }\mathbf n}\operatorname{sign}q .
\tag{15}
$$

The charge counts how often the texture takes the direction $\mathbf n$, with a sign for orientation. The count is the same for every allowed $\mathbf n$. For the round texture (6) a horizontal direction is taken once, with $q>0$, so $Q=1$, in agreement with (4).

## Second half: equality, limits of validity and a cobalt-like film

The unit vector $\mathbf m(x,y)$ has exchange energy $E_{\rm ex}=At\int|\nabla\mathbf m|^2d^2r$ in a film of thickness $t$ and stiffness $A$. Its charge density is $q=\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)/(4\pi)$, with integral $Q$. The first half showed that $|\nabla\mathbf m|^2-8\pi s q=|\mathbf D_s|^2$ with $\mathbf D_s=\partial_x\mathbf m+s\,\mathbf m\times\partial_y\mathbf m$ and $s=\pm1$. This gives $E_{\rm ex}\ge8\pi At|Q|$. In a uniform surrounding, $Q$ is the signed number of preimages of a direction. A round texture has $|\nabla\mathbf m|^2=\theta'^2+\sin^2\theta/r^2$ and reaches the bound for $\tan(\theta/2)=r/R$.

### All textures that reach the bound

The round solution has a simple form in the complex variables

$$
z=x+iy,\qquad w=\frac{m_x+i m_y}{1+m_z}=\tan\frac{\Theta}{2}\,e^{i\Phi},
\tag{16}
$$

where $\Theta,\Phi$ are the spherical angles of $\mathbf m$ about the $z$ axis. It is $w=z/R$. To treat a general $w=u+iv$, write $\rho=|w|=\tan(\Theta/2)$. Then

$$
\partial_i\Theta=\frac{2\,\partial_i\rho}{1+\rho^2},\qquad
\sin\Theta=\frac{2\rho}{1+\rho^2},
$$

and the squared derivative of $\mathbf m$ along direction $i$ is

$$
|\partial_i\mathbf m|^2=(\partial_i\Theta)^2+\sin^2\Theta\,(\partial_i\Phi)^2
=\frac{4[(\partial_i\rho)^2+\rho^2(\partial_i\Phi)^2]}{(1+\rho^2)^2}
=\frac{4|\partial_i w|^2}{(1+|w|^2)^2}.
$$

Inserting the same relations in (14) gives

$$
\pi q=\frac{J}{(1+|w|^2)^2},\qquad
J=\partial_xu\,\partial_yv-\partial_yu\,\partial_xv .
$$

Define $\partial_zw=\frac12(\partial_x-i\partial_y)w$ and $\partial_{\bar z}w=\frac12(\partial_x+i\partial_y)w$. Expanding the squares yields

$$
|\partial_zw|^2=\tfrac14(|\partial_xw|^2+|\partial_yw|^2+2J),\qquad
|\partial_{\bar z}w|^2=\tfrac14(|\partial_xw|^2+|\partial_yw|^2-2J).
$$

The sum and difference of these two lines give

$$
|\nabla\mathbf m|^2=8\,\frac{|\partial_zw|^2+|\partial_{\bar z}w|^2}{(1+|w|^2)^2},\qquad
\pi q=\frac{|\partial_zw|^2-|\partial_{\bar z}w|^2}{(1+|w|^2)^2}.
\tag{17}
$$

The excess over the bound is now explicit:

$$
|\mathbf D_{+}|^2=\frac{16|\partial_{\bar z}w|^2}{(1+|w|^2)^2},\qquad
|\mathbf D_{-}|^2=\frac{16|\partial_zw|^2}{(1+|w|^2)^2}.
\tag{18}
$$

For $Q>0$, equality holds if and only if $\partial_{\bar z}w=0$. This is the Cauchy–Riemann condition: $w$ is a holomorphic function of $z$. Poles are allowed, because $w=\infty$ is the regular direction $m_z=-1$, where $1/w$ serves as coordinate. For $Q<0$, $w$ must be a holomorphic function of $\bar z$.

If $\mathbf m$ also approaches a constant at infinity, $w$ is meromorphic on the plane with the point at infinity included, and is therefore a ratio of two polynomials. Let the larger of their degrees be $n$, after common factors are removed. The equation $w(z)=w_0$ then has $n$ solutions for a generic $w_0$, each with $J>0$, so $Q=n$. The bound is thus attained for every integer charge.

Numerical integration confirms this for $w=(z^3+0.5)/(0.6z+1)$, which has $Q=3$ and $E_{\rm ex}/(At)=75.398$, equal to $24\pi$ to the digits shown. For $w=\bar z^2+0.4$ the results are $Q=-2$ and $50.265$, which is $16\pi$ to the digits shown.

The bound $E_{\rm ex}\ge8\pi At|Q|$ is now proved for smooth textures, and those that reach it have been identified for every integer charge in a uniform surrounding. What remains is to examine textures that miss the bound, the effects of a lattice and of other energies, and the numbers for a cobalt-like film.
